Flexural Grüneisen parameter of a flat sheet under biaxial strain

**1. What goes wrong without the result**

Suppose a strained monolayer channel is modelled by giving every phonon a Grüneisen parameter of +2, a plausible size for a stiff bond-stretching mode. An equal strain of 0.1 % along both in-plane axes then lowers each frequency by about 0.4 %. For the out-of-plane wave of wavevector 1 nm⁻¹ in the suspended sheet treated below, taken as flat and without thermal ripples, the same strain raises the frequency by 4.87 %. The guess has the wrong sign and is too small by a factor of about twelve. It also has no dependence on wavelength, whereas the parameter of a flat, tension-free sheet grows as the square of the wavelength.

The cause is that an unstrained sheet resists long out-of-plane waves by bending alone, and bending is a weak restoring force at long wavelength. A little tension competes with it easily.

**2. Definition and assumptions**

Let A be the area of the sheet and ω(q) the frequency of its out-of-plane, or flexural, mode. The Grüneisen parameter is defined here by

γ(q) = −d ln ω / d ln A, taken at zero strain.

The label q is a material wavevector: it counts waves per unit length of the unstrained sheet. When the sheet is stretched, the pattern stretches with it and q stays fixed, so the same mode is followed throughout.

The sheet is flat, free of a substrate and initially free of tension. It has mirror symmetry through its own plane. Its two-dimensional elastic constants are C11 = C22, C12 and C66 in N/m, its bending rigidity is κ, and its mass per unstrained area is ρ. Bending is taken as isotropic in the plane, which a threefold or sixfold axis guarantees for a term of fourth order in q. The modes are harmonic, and the wavelength is long compared with the lattice spacing. Under these conditions the leading term at small q is

γ(q) = −(C11 + C12) / (4κq²).

**3. How a height pattern stretches the sheet**

A material point (x, y) moves to (x + u_x, y + u_y, h). A short line element (dx, dy) changes its squared length by 2 Σ e_ij dx_i dx_j, where

e_ij = ½(∂_i u_j + ∂_j u_i) + ½ ∂_i h ∂_j h.

The term ½ Σ_k ∂_i u_k ∂_j u_k has been dropped. For a uniform strain ε it would replace ε by ε + ε²/2, which does not alter a first derivative at ε = 0. The height term must be kept, because it is the lowest order at which h enters: a tilted element is longer than its projection.

Apply u_x = εx and u_y = εy. Then, writing h_x for ∂h/∂x and h_y for ∂h/∂y,

e_xx = ε + ½h_x²
e_yy = ε + ½h_y²
e_xy = ½h_x h_y.

**4. The energy to second order in height**

The energy per unstrained area is

W = ½C11(e_xx² + e_yy²) + C12 e_xx e_yy + 2C66 e_xy² + ½κ(∇²h)².

A second bending term, proportional to the Gaussian curvature h_xx h_yy − h_xy², is also allowed. It is a pure divergence,

h_xx h_yy − h_xy² = ∂_x(h_x h_yy) − ∂_y(h_x h_xy),

since the two terms h_x h_xyy cancel. It therefore affects edges but not waves in the interior.

Now expand the products:

e_xx² + e_yy² = 2ε² + ε(h_x² + h_y²) + terms in h⁴
e_xx e_yy = ε² + ½ε(h_x² + h_y²) + terms in h⁴
e_xy² = ¼h_x² h_y².

The shear energy is of fourth order and drops out of the harmonic problem. Collecting the rest gives

W = (C11 + C12)ε² + ½(C11 + C12)ε|∇h|² + ½κ(∇²h)².

The second term is the energy of a membrane under the tension

σ = (C11 + C12)ε.

The sum C11 + C12 appears because each in-plane direction is pulled directly through C11 and indirectly, by the stretch of the other direction, through C12.

In-plane vibrations do not change this. Mirror symmetry forbids any term linear in h, so h and the in-plane displacements do not mix at harmonic order. In-plane displacements driven by h² contribute energy of order h⁴.

**5. Frequency and its derivative**

The kinetic energy per unstrained area is ½ρ(∂h/∂t)². Varying h and integrating by parts once in the tension term and twice in the bending term gives

ρ ∂²h/∂t² = −κ∇⁴h + σ∇²h.

For a plane wave, ∇² becomes −q² and ∂²/∂t² becomes −ω². Hence

ρω² = κq⁴ + (C11 + C12)εq².

Take half the logarithm and differentiate with q and ρ fixed:

d ln ω/dε = (C11 + C12)q² / {2[κq⁴ + (C11 + C12)εq²]}.

At ε = 0 this is (C11 + C12)/(2κq²). The area is A = A₀(1 + ε)², so d ln A = 2dε at ε = 0. Therefore

γ(q) = −½ d ln ω/dε = −(C11 + C12)/(4κq²).

One factor of two comes from the square root in ω, and the other from the two directions that make up the area. If the parameter is defined per linear strain, as −d ln ω/dε, the second factor is absent and the result is twice as large. The minus sign records that stretching stiffens the mode.

**6. Meaning: the distance to buckling**

The bending term falls as q⁴ and the tension term as q². Their ratio at fixed strain grows as 1/q², and this is the divergence in γ.

Under compression the frequency reaches zero at the strain

ε_c = −κq²/(C11 + C12),

where the wave becomes an unstable buckle. Comparison with the result of section 5 gives

γ = 1/(4ε_c).

A large negative γ thus says that the mode lies close to buckling. In terms of ε_c the frequency is

ω(ε) = ω(0) √(1 + ε/|ε_c|),

so the linear estimate ω(ε) ≈ ω(0)(1 − 2γε) requires |ε| ≪ |ε_c|.

The longest wave in a sheet buckles first. If the longest wavelength is 1 μm, the parameters of section 8 give a compression of about 4 × 10⁻⁵ %. A strip 1 μm wide with hinged edges admits a wave twice as long, which buckles at a quarter of this strain. The derivative at zero strain is well defined for each mode, but in a large sheet it is practical to measure it from the tensile side.

**7. The opposite limit: a sheet already under tension**

Let the sheet carry a built-in tensile strain ε₀ ≪ 1. The derivative of section 5, evaluated there, gives

γ = −(C11 + C12) / {4[κq² + (C11 + C12)ε₀]},

for a fixed bending term, up to relative corrections of order ε₀. These come from the area logarithm, from the strain term dropped in section 3 and, in a real sheet, from the change of the elastic constants with strain. A bending term that depends on strain adds a further bounded amount to γ, treated in section 9, which does not vanish with ε₀. The two terms in the bracket are equal at

q_s = √[(C11 + C12)ε₀/κ].

For q ≫ q_s the unstrained result returns. For q ≪ q_s bending is negligible, ω is proportional to √ε₀, and

γ → −1/(4ε₀).

The divergence at small q is cut off, and the limiting value no longer depends on the elastic constants. With ε₀ = 0.1 % it is −250.

**8. A suspended monolayer in numbers**

Take C11 = 130 N/m, C12 = 30 N/m, κ = 10 eV and ρ = 3.0 × 10⁻⁶ kg/m². The sum of the elastic constants is 160 N/m, or 998.6 eV/nm². At q = 1 nm⁻¹, a wavelength of 6.3 nm,

γ = −998.6 / (4 × 10 × 1²) = −25.0.

The dependence on wavevector is as follows.

q = 0.5 nm⁻¹: γ = −99.9, ε_c = −0.250 %, ħω = 0.120 meV
q = 1.0 nm⁻¹: γ = −25.0, ε_c = −1.00 %, ħω = 0.481 meV
q = 2.0 nm⁻¹: γ = −6.2, ε_c = −4.0 %, ħω = 1.92 meV

Halving q multiplies γ by four and divides the mode energy by four.

At q = 1 nm⁻¹ a strain of 0.1 % is one tenth of |ε_c|. The linear estimate of the frequency rise is 2 × 24.97 × 0.001 = 4.99 %. The square root gives 4.87 %. If the 0.1 % is instead built in beforehand, further strain acts with γ = −22.7, because the mode is already stiffer.

**9. The constant next to the divergence**

The derivation kept the bending term ½κ(∇²h)² fixed per unstrained area. Suppose instead that κ is fixed per current area. Current lengths are longer by 1 + ε, so the squared Laplacian gains (1 + ε)⁻⁴ while the area gains (1 + ε)². The bending term then scales as (1 + ε)⁻². This lowers d ln ω/dε by 1 and adds +½ to γ.

A genuine change of rigidity, κ(1 + bε), adds −b/4 in the same way. The coefficient b depends on the bonding and is not calculated here. Such terms stay bounded as q → 0 and are lost beside the divergence. The geometric ½ is 2 % of |γ| at 1 nm⁻¹ but 8 % at 2 nm⁻¹, so the leading term should not be trusted to high precision at short wavelength.

**10. The same law from a lattice of atoms**

A discrete model shows the result without the continuum energy. Put atoms of unit mass on a triangular lattice of unit spacing. Join neighbours by springs of stiffness k, and give each atom a bending energy ½B|D|², where D is the vector sum of its six bonds. In a flat, uniformly strained lattice D vanishes by symmetry, so this term resists curvature but not uniform stretching.

For a wave of height u cos(q·r), define the sum over the six bond vectors d

S = Σ_d [1 − cos(q·d)].

The out-of-plane part of D at an atom is −S times its height. The average of cos² is ½, so the bending energy per atom is ¼BS²u². A small strain ε puts a tension kε in each bond. A height difference Δh across a bond then costs ½kε(Δh)², and the average of (Δh)² is u²[1 − cos(q·d)]. Each bond is shared by two atoms, which gives ¼kεSu² per atom. These are the energies of a standing wave at full height. As it passes through the flat state, its kinetic energy per atom is ¼ω²u². Equating the two,

ω² = BS² + kεS.

Hence γ = −¼ d ln ω²/dε = −k/(4BS). For small q the bond sum is S = (3/2)q²(1 − q²/16), and so

γ = −k/(6Bq²) − k/(96B) + terms that vanish with q.

For k = 100 and B = 1, uniform deformations of the lattice give C11 = 129.904 and C12 = 43.301, and rolling it into a wide cylinder gives κ = 2.5981. The continuum coefficient is then 173.205/(4 × 2.5981) = 16.67, which equals k/(6B).

Frequencies were also found directly from the energy of small standing waves, without using the formula for ω². At q = 0.0785 along one bond direction the measured γ is −2702.93, against −2701.90 from the continuum law. At q = 0.3142 the values are −169.91 and −168.87. The difference is close to −1.04 in both cases, as k/(96B) requires. Relative to the continuum value it falls from 0.619 % to 0.038 %. Waves in the perpendicular direction show the same constant difference to within 0.01.

The lattice also buckles where it should. At q = 0.1571 its frequency vanishes at a strain of −3.694 × 10⁻⁴, against −3.701 × 10⁻⁴ from the continuum expression. Most of this 0.2 % difference is the factor 1 − q²/16 in S.

**11. A substrate removes the divergence**

Let a rigid support hold the sheet by a spring of stiffness K per area, unaffected by strain. The energy gains ½Kh², and

ρω² = κq⁴ + (C11 + C12)εq² + K.

Repeating section 5 at ε = 0,

γ = −(C11 + C12)q² / [4(κq⁴ + K)].

As q → 0 this now vanishes as q². To find the largest magnitude, set the derivative of q²/(κq⁴ + K) to zero: 2q(κq⁴ + K) − 4κq⁵ = 0, which gives κq⁴ = K. There

γ = −(C11 + C12) / [8√(κK)].

Take K = 5 × 10¹⁹ N/m³ as a round value for a weakly bonded contact. At q = 1 nm⁻¹ the bending term κq⁴ is 1.6 × 10¹⁸ N/m³, about 31 times smaller than K. The parameter drops from −25.0 to −0.78. Its strongest value at any wavevector is −2.2, at 2.36 nm⁻¹. The support weakens the bounded terms of section 9 as well, by the factor κq⁴/(κq⁴ + K), so the geometric ½ becomes 0.016 at 1 nm⁻¹. A strain dependence of the support itself is not weakened in this way. Replacing K by K(1 + cε) adds −cK/[4(κq⁴ + K)] to γ. At 1 nm⁻¹ this is close to −c/4, which is as large as the value −0.78 when c is near 3. The numbers above therefore indicate a scale rather than a precise prediction.

The support must also be rigid compared with the contact. The surface of a thick elastic solid with shear modulus G and Poisson ratio ν resists a static pressure wave with a stiffness Gq/(1 − ν) per area. For silica at 1 nm⁻¹ this is about 4 × 10¹⁹ N/m³, less than the K used here, so the surface moves with the sheet and the value −0.78 does not apply. A stiffer dielectric comes closer to the rigid limit. The static stiffness falls with q, but on a rigid support the mode keeps a frequency near √(K/ρ) at long wavelength. There the surface of a real support responds dynamically and can carry energy away as sound, so the static value no longer decides how far it moves. For silica, with a transverse sound speed near 3.8 km/s, this regime already includes 1 nm⁻¹: the rigid-support frequency of 4.1 × 10¹² rad/s exceeds the 3.8 × 10¹² rad/s of transverse sound at that wavevector. The static figure above is therefore only a guide to scale.

**12. Thermal ripples**

A sheet at finite temperature is not flat. Its ripples store length, and this affects free and clamped sheets differently. Both estimates below use the continuum dispersion from the longest wave in a 1 μm span up to a rough zone-edge cutoff of 12 nm⁻¹, at 300 K.

The mean energy of a flexural oscillator is E = ½ħω coth(ħω/2k_BT), and half of it is potential. Equating ½ρω²A⟨|h_q|²⟩ to ½E gives the mean squared slope

⟨|∇h|²⟩ = (1/A) Σ_q q²E/(ρω²).

*Free edges.* The free energy per area is (C11 + C12)ε² plus the oscillator terms, and the derivative of an oscillator's free energy with respect to ln ω is E. Since d ln ω/dε = −2γ, the minimum over ε lies at

ε = (1/A) Σ_q γE/(C11 + C12) = −(1/A) Σ_q E/(4κq²) = −¼⟨|∇h|²⟩.

The last step uses ρω² = κq⁴. The negative γ is therefore the same fact as the shortening of a rippled sheet in projection. The root-mean-square slope in this harmonic estimate is 0.0563 when the sum over waves is replaced by an integral, and 0.058 when the waves of a periodic square sheet are summed one by one. In this estimate the projected sheet is shorter than the flat one by 0.0563²/4, or about 0.08 % along each axis. This counts zero-point motion. It leaves out the in-plane modes, whose contribution to expansion is separate, and the bounded terms of section 9, which matter for the short waves in the sum. The geometric ½ alone would take back about 0.02 %.

*Clamped edges.* If the projected size is held fixed, the ripples must stretch the material. Averaging e_xx over the sheet, with ⟨h_x²⟩ = ½⟨|∇h|²⟩, gives the mean material strain

t = ε + ¼⟨|∇h|²⟩.

In a mean-field treatment each mode feels the tension (C11 + C12)t. With free edges t = 0, so the modes are not compressed. This is why the free-edge result holds although its 0.08 % exceeds the buckling strain of the long waves. With clamped edges t is positive, and the tension in turn reduces the slopes. Solving the two conditions together at ε = 0 gives a slope of 0.0416 and t = 0.043 %. An applied strain partly flattens the ripples instead of stretching the material, so dt/dε is 0.894 rather than 1. By the chain rule,

γ = −(C11 + C12)(dt/dε) / {4[κq² + (C11 + C12)t]}.

At q = 1 nm⁻¹ this is −24.97 × 0.894/(1 + 0.043/1.00) = −21.4, a fall of 14 % in magnitude. The reduced response accounts for most of it.

These values depend on the dispersion near the zone edge, where the continuum form is too stiff. Moving the cutoff from 10 to 14 nm⁻¹ shifts the clamped slope from 0.040 to 0.043, t from 0.041 % to 0.046 %, and γ from −21.3 to −21.5. The dispersion of a triangular lattice with the same κ and a spacing of 0.316 nm, summed over its own zone, raises the clamped slope to about 0.044 and t to about 0.048 %, and changes γ to about −21.6. It also raises the free-edge shortening slightly, to about 0.085 %.

*Starting from a slack sheet.* A sheet that starts at t = 0 responds far less. Its longest waves are held only by bending, so a tiny tension flattens them, and most of a small applied strain is used up in doing so. In the same mean-field treatment, summed over the waves of a periodic square sheet 1 μm wide at 300 K, dt/dε is about 0.004 at t = 0. The parameter at 1 nm⁻¹ would then be only about −0.1. This treatment exaggerates the effect, for the reason given next.

Ripples also couple through nonuniform stretching, which the estimates above leave out. In a tension-free sheet at 300 K the resulting stiffening becomes comparable with κ itself near 0.1 nm⁻¹, and it is several times κ for the longest waves. These waves then flatten less easily, and the free-edge shortening falls by roughly 30 %. A self-consistent estimate that includes the stiffening gives dt/dε of roughly 0.2 for the slack sheet and a parameter of roughly −5 at 1 nm⁻¹. An applied strain of 0.1 % from this state raises the frequency by about 4 %, not by the 4.87 % of a flat sheet. For the clamped sheet, whose tension already holds the long waves, the same coupling changes γ by only about 0.3.

**13. Beside a real channel**

The parameters are round numbers in the rough range of monolayer MoS2, which has the assumed threefold axis and mirror plane; none is meant to be far from typical. A transistor channel that lies on a dielectric breaks the assumption of a free sheet. For a rigid support and the strain-independent contact stiffness chosen here, this moves γ at 1 nm⁻¹ from −25.0 to −0.78. That stiffness depends on the quality of the contact; while K ≫ κq⁴, this part of γ varies as 1/K. The law of section 2 is thus a prediction for suspended regions in which thermal ripples take up little of the applied strain, so that dt/dε in section 12 is close to 1. It also needs κq² to be much larger than (C11 + C12) times the built-in strain, and a wavelength of many lattice spacings. A large slack sheet at room temperature does not meet the first condition. A strain model for a supported channel can start from the expression of section 11 where the surface of the support is much stiffer than the contact at the frequency of the mode, and it should include the strain dependence of the contact. Otherwise the motion of the support must be included too. The numerical output printed after these notes lists the main parameters and many of the results; several estimates in sections 11 and 12 are not part of it.

Numbers as computed

```
LATTICE TEST (spacing = mass = 1, model units)
bond stiffness 100, bending weight 1
measured C11 = 129.904, C12 = 43.301
measured bending rigidity from rolling = 2.5981
wave along x, q = 0.3142: gamma lattice -169.91, formula -168.87, deviation 0.619 %
wave along x, q = 0.1571: gamma lattice -676.52, formula -675.47, deviation 0.154 %
wave along x, q = 0.0785: gamma lattice -2702.93, formula -2701.90, deviation 0.038 %
wave along y, q = 0.1814: gamma lattice -507.65, formula -506.61, deviation 0.206 %
wave along y, q = 0.0907: gamma lattice -2027.47, formula -2026.42, deviation 0.052 %
buckling strain at q = 0.1571: lattice -3.6940e-04, formula -3.7011e-04
EXAMPLE (round values, rough range of a MoS2 monolayer)
C11 = 130 N/m, C12 = 30 N/m, kappa = 10 eV
mass per area = 3.0e-06 kg/m^2
C11 + C12 = 160 N/m = 998.6 eV/nm^2
q = 0.5 1/nm: gamma = -99.86, mode energy = 0.120 meV, buckling strain = -0.250 %
q = 1.0 1/nm: gamma = -24.97, mode energy = 0.481 meV, buckling strain = -1.001 %
q = 2.0 1/nm: gamma = -6.24, mode energy = 1.924 meV, buckling strain = -4.005 %
All further single-mode values at q = 1.0 1/nm
-d ln(omega)/d(strain) = -49.93
frequency rise at 0.1 % strain = 4.87 %, linear estimate = 4.99 %
NEGLECTED EFFECTS
geometric constant added to gamma = 0.500
gamma with built-in strain 0.1 % = -22.72
buckling strain of the longest wave in a 1 um span = -3.95e-05 %
substrate spring = 5.0e+19 N/m^3: gamma = -0.775
strongest gamma on substrate = -2.23 at q = 2.36 1/nm
ripples at 300 K, clamped 1 um span, cutoff 12 1/nm:
  thermal energy = 25.85 meV
  rms slope without tension feedback = 0.0563
  rms slope, self-consistent = 0.0416
  ripple-induced mean strain = 0.0432 %
  response of mean strain to applied strain = 0.894
  gamma = -21.39 (ideal -24.97), change in magnitude = -14.3 %
```
